# Choosing the Anchor in a Subtractive Kramers–Kronig Transform of Infrared Absorption: a program that tests the result

```python
# RESULT UNDER TEST
# Band-limited absorption k(x), a<x<b, gives the refractive index n(nu) by
#   plain:    n_U = 1 + (2/pi) P int x k/(x^2-nu^2) dx
#   anchored: n_S = n(nu0) + (2/pi)(nu^2-nu0^2)
#                   * P int x k/((x^2-nu^2)(x^2-nu0^2)) dx
# Truncation errors (true minus recovered) are E(nu) and E(nu)-E(nu0), where
#   E(nu) = (2/pi) int_outside x k/(x^2-nu^2) dx.
# nu, x: wavenumbers in 1/cm; nu0: anchor; N = n + i k, time factor exp(-i w t).
# Synthetic data: Lorentz oscillators with rough values for an SiCOH film.
import numpy as np
from scipy.integrate import quad
from scipy import constants as const

# centre (1/cm), width (1/cm), static strength
VIBRATIONS = [(440.0, 50.0, 0.45), (800.0, 40.0, 0.06), (1040.0, 80.0, 0.25),
              (1272.0, 12.0, 0.004), (2970.0, 25.0, 0.0005)]
ELECTRONIC = (80000.0, 4000.0, 0.95)


def complex_index(nu, electronic=True):
    nu = np.asarray(nu, dtype=float)
    eps = np.ones(nu.shape, dtype=complex)
    for centre, width, strength in VIBRATIONS + ([ELECTRONIC] if electronic else []):
        eps = eps + strength * centre**2 / (centre**2 - nu**2 - 1j * width * nu)
    return np.sqrt(eps)


def trapezoid_weights(x):
    w = np.full(x.size, x[1] - x[0])
    w[[0, -1]] *= 0.5
    return w


def plain_matrix(x, nu):
    nu = np.atleast_1d(nu)[:, None]
    return 2 / np.pi * trapezoid_weights(x) * x / (x**2 - nu**2)


def anchored_matrix(x, nu, nu0):
    nu = np.atleast_1d(nu)[:, None]
    return (2 / np.pi * (nu**2 - nu0**2) * trapezoid_weights(x) * x
            / ((x**2 - nu**2) * (x**2 - nu0**2)))


def gauss_panels(edges, order=12):
    t, w = np.polynomial.legendre.leggauss(order)
    half = np.diff(edges)[:, None] / 2
    mid = (edges[1:] + edges[:-1])[:, None] / 2
    return (mid + half * t).ravel(), (half * w).ravel()


def rms(values):
    return np.sqrt(np.mean(np.abs(values)**2))


a, b, h = 650.0, 4000.0, 2.0
x = np.linspace(a, b, int(round((b - a) / h)) + 1)
nu_all = (x[1:] + x[:-1]) / 2
nu = nu_all[(nu_all > a + 50) & (nu_all < b - 50)]
k = complex_index(x).imag
n_true = complex_index(nu).real
anchor = 2001.0
n_anchor = float(complex_index(anchor).real)
i0 = int(np.argmin(abs(nu - anchor)))
assert nu[i0] == anchor

# Missing absorption by independent Gauss quadrature outside the window
x_low, w_low = gauss_panels(np.linspace(0, a, 66))
log_x, log_w = gauss_panels(np.linspace(np.log(b), np.log(1e8), 401))
x_high, w_high = np.exp(log_x), log_w * np.exp(log_x)


def missing(freq, xs, ws, electronic=True):
    freq = np.atleast_1d(freq)[:, None]
    f = ws * xs * complex_index(xs, electronic).imag
    return 2 / np.pi * np.sum(f / (xs**2 - freq**2), axis=1)


E_low, E_high = missing(nu, x_low, w_low), missing(nu, x_high, w_high)
E = E_low + E_high

# Full-range relations at one frequency, by adaptive principal-value quadrature
f0 = 1101.0


def k_of(s):
    return float(complex_index(s).imag)


inside = quad(lambda s: s * k_of(s) / (s + f0), a, b, weight='cauchy',
              wvar=f0, limit=500)[0] * 2 / np.pi
full_plain = 1 + inside + E[np.argmin(abs(nu - f0))]
assert abs(full_plain - complex_index(f0).real) < 1e-6
part1 = quad(lambda s: s * k_of(s) / ((s + f0) * (s**2 - anchor**2)), a, 1500,
             weight='cauchy', wvar=f0, limit=500, epsabs=1e-14)[0]
part2 = quad(lambda s: s * k_of(s) / ((s**2 - f0**2) * (s + anchor)), 1500, b,
             weight='cauchy', wvar=anchor, limit=500, epsabs=1e-14)[0]
outer = sum(np.sum(ws * xs * complex_index(xs).imag
                   / ((xs**2 - f0**2) * (xs**2 - anchor**2)))
            for xs, ws in ((x_low, w_low), (x_high, w_high)))
full_sub = 2 / np.pi * (f0**2 - anchor**2) * (part1 + part2 + outer)
assert abs(full_sub - (complex_index(f0).real - n_anchor)) < 1e-6

# Recovery from the window and its truncation errors
n_U = 1 + plain_matrix(x, nu) @ k
S_matrix = anchored_matrix(x, nu, anchor)
n_S = n_anchor + S_matrix @ k
err_U, err_S = n_true - n_U, n_true - n_S
mismatch_U = np.max(abs(err_U - E))
mismatch_S = np.max(abs(err_S - (E - E[i0])))
assert mismatch_U < 2e-5 and mismatch_S < 2e-5
assert np.max(abs(n_S - (n_U + n_anchor - n_U[i0]))) < 1e-10
assert np.all(np.diff(err_U) > 0) and np.all(np.diff(err_S) > 0)
assert np.all(abs(err_S) < abs(err_U))

# Bounds for absorption missing above and below the window
assert np.all(abs(E_high - E_high[i0])
              <= abs(nu**2 - anchor**2) / (b**2 - anchor**2) * E_high + 1e-13)
ratio_low = abs(E_low - E_low[i0]) / abs(E_low)
above, below = nu > anchor, nu < anchor
assert np.all(ratio_low[above] >= nu[above]**2 / anchor**2 - 1 - 1e-10)
assert np.all(ratio_low[below] < 1)

# Logarithmic error at the cut edge
edge = []
for delta in (1e-2, 1e-3):
    edge.append(2 / np.pi * quad(lambda s: s * k_of(s) / (s**2 - (a + delta)**2),
                                 0, a, points=[a - 1, a - 0.01], limit=500)[0])
edge_step = edge[0] - edge[1]
edge_law = k_of(a) / np.pi * np.log(10)
assert abs(edge_step / edge_law - 1) < 0.01

# Constant baseline: closed form and second-order convergence
base_law = np.log((b**2 - nu**2) / (nu**2 - a**2)) / np.pi
assert np.max(abs(plain_matrix(x, nu).sum(axis=1) - base_law)) < 1e-3
x_fine = np.linspace(a, b, 3 * (x.size - 1) + 1)
coarse_error = abs(plain_matrix(x, nu[0]).sum() - base_law[0])
fine_error = abs(plain_matrix(x_fine, nu[0]).sum() - base_law[0])
convergence = coarse_error / fine_error
assert 8.7 < convergence < 9.3

# Anchor choices and the plain transform with an electronic constant
n_electronic = np.sqrt(1 + ELECTRONIC[2])
err_offset = n_true - (n_U + n_electronic - 1)
visible = 1e7 / 633.0
anchor_errors = {}
for point in (701.0, 2001.0, visible):
    known = float(complex_index(point).real)
    anchor_errors[point] = n_true - known - anchored_matrix(x, nu, point) @ k
assert rms(anchor_errors[701.0]) > rms(err_offset)

# Counterexample: vibrations only, low anchor, observed at a high frequency
k_vib = complex_index(x, False).imag
probe = 3001.0
vib_true = float(complex_index(probe, False).real)
vib_U = vib_true - 1 - (plain_matrix(x, probe) @ k_vib)[0]
vib_S = (vib_true - float(complex_index(701.0, False).real)
         - (anchored_matrix(x, probe, 701.0) @ k_vib)[0])
assert abs(vib_S) > abs(vib_U)
assert abs(vib_U - missing(probe, x_low, w_low, False)[0]
           - missing(probe, x_high, w_high, False)[0]) < 2e-5

# Random noise, by Monte Carlo
sigma = 0.001
noise = np.random.default_rng(7).normal(0, sigma, (4000, x.size))
noise_U = np.std(noise @ plain_matrix(x, f0)[0])
noise_S = np.std(noise @ anchored_matrix(x, f0, anchor)[0])
noise_V = np.std(noise @ anchored_matrix(x, f0, visible)[0])
assert abs(noise_U / sigma - 1) < 0.05
assert abs(noise_S / (np.sqrt(2) * sigma) - 1) < 0.05
assert abs(noise_V / sigma - 1) < 0.05

# Sizes of effects absent from the ideal data
baseline = 0.002
baseline_shift = np.max(abs(S_matrix @ np.full(x.size, baseline)))
thickness_fraction = 0.02
thickness_shift = np.max(abs(S_matrix @ (k / (1 + thickness_fraction) - k)))
resolution = 4.0
steps = np.arange(-6, 7) * h
blur = np.exp(-4 * np.log(2) * (steps / resolution)**2)
x_wide = np.arange(a - 6 * h, b + 6 * h + h / 2, h)
k_blur = np.convolve(complex_index(x_wide).imag, blur / blur.sum(), mode='valid')
resolution_shift = np.max(abs(S_matrix @ (k_blur - k)))

thickness_nm, n_silicon = 500.0, 3.42
d = thickness_nm * 1e-7


def film_optics(freq, film):
    r1, r2 = (1 - film) / (1 + film), (film - n_silicon) / (film + n_silicon)
    phase = np.exp(2j * np.pi * freq * d * film)
    denominator = 1 + r1 * r2 * phase**2
    t = (2 / (1 + film)) * (2 * film / (film + n_silicon)) * phase / denominator
    return abs((r1 + r2 * phase**2) / denominator)**2, n_silicon * abs(t)**2


def beer_k(freq, film):
    bare = 4 * n_silicon / (1 + n_silicon)**2
    return -np.log(film_optics(freq, film)[1] / bare) / (4 * np.pi * freq * d)


R_test, T_test = film_optics(x, 1.4 + 0j)
assert np.max(abs(R_test + T_test - 1)) < 1e-12
k_beer = beer_k(x, complex_index(x))
beer_shift = np.max(abs(S_matrix @ (k_beer - k)))
j_beer = int(np.argmin(abs(x - 3500)))
k_clear = float(beer_k(3500.0, complex(complex_index(3500.0).real)))
assert k_clear < 0

# Printed numbers
print("Oscillators: centre 1/cm, width 1/cm, strength")
for row in VIBRATIONS + [ELECTRONIC]:
    print("  %8.0f %6.0f %8.4f" % row)
print("Electronic oscillator energy: %.2f eV"
      % (const.h * const.c * 100 * ELECTRONIC[0] / const.e))
print("Static permittivity: %.3f" % (complex_index(0.0)**2).real)
print("Window: %.0f to %.0f 1/cm (%.2f to %.2f um)" % (a, b, 1e4 / a, 1e4 / b))
print("Step: %.0f 1/cm; samples: %d" % (h, x.size))
print("Outputs reported: %.0f to %.0f 1/cm" % (nu[0], nu[-1]))
print("Anchor: %.0f 1/cm, n = %.5f" % (anchor, n_anchor))
print("Peak k in window: %.3f at %.0f 1/cm" % (k.max(), x[k.argmax()]))
shown = [int(np.argmin(abs(nu - q))) for q in
         (701, 801, 901, 1041, 1273, 1501, 2001, 2971, 3901)]
print("nu 1/cm, n true, n plain, n anchored, err plain, err anchored")
for i in shown:
    print("%5.0f %8.5f %8.5f %8.5f %9.5f %9.5f"
          % (nu[i], n_true[i], n_U[i], n_S[i], err_U[i], err_S[i]))
print("nu 1/cm, E low side, E high side, anchored low, anchored high")
for i in shown:
    print("%5.0f %9.5f %9.5f %9.5f %10.6f" % (nu[i], E_low[i], E_high[i],
          E_low[i] - E_low[i0], E_high[i] - E_high[i0]))
print("Max error-identity mismatch: plain %.1e, anchored %.1e"
      % (mismatch_U, mismatch_S))
print("Error ratio for step divided by 3: %.3f" % convergence)
print("k at lower edge: %.5f; edge error per decade: %.5f (law %.5f)"
      % (k[0], edge_step, edge_law))
print("RMS error, plain: %.5f" % rms(err_U))
print("Electronic index: %.5f; RMS error with it: %.5f"
      % (n_electronic, rms(err_offset)))
for point, values in anchor_errors.items():
    print("Anchor %.0f 1/cm: RMS error %.5f, max %.5f"
          % (point, rms(values), np.max(abs(values))))
print("Vibrations only, anchor 701, at %.0f 1/cm:" % probe)
print("  error plain %.5f, anchored %.5f" % (vib_U, vib_S))
print("Noise in k %.4f; in n at %.0f 1/cm:" % (sigma, f0))
print("  plain %.5f, anchor 2001 %.5f, anchor 633 nm %.5f"
      % (noise_U, noise_S, noise_V))
print("Max change of n, baseline %.3f in k: %.5f" % (baseline, baseline_shift))
print("Max change of n, thickness %.0f%% high: %.5f"
      % (100 * thickness_fraction, thickness_shift))
print("Max change of n, resolution %.0f 1/cm: %.5f" % (resolution, resolution_shift))
print("Film %.0f nm on silicon, n = %.2f" % (thickness_nm, n_silicon))
print("k at 3500 1/cm: true %.5f, Beer %.5f, Beer if clear %.5f"
      % (k[j_beer], k_beer[j_beer], k_clear))
print("Max change of n from Beer's law: %.4f" % beer_shift)
print("success")
```

Printed output:

```
Oscillators: centre 1/cm, width 1/cm, strength
       440     50   0.4500
       800     40   0.0600
      1040     80   0.2500
      1272     12   0.0040
      2970     25   0.0005
     80000   4000   0.9500
Electronic oscillator energy: 9.92 eV
Static permittivity: 2.715
Window: 650 to 4000 1/cm (15.38 to 2.50 um)
Step: 2 1/cm; samples: 1676
Outputs reported: 701 to 3949 1/cm
Anchor: 2001 1/cm, n = 1.34992
Peak k in window: 1.047 at 1052 1/cm
nu 1/cm, n true, n plain, n anchored, err plain, err anchored
  701  1.54046  1.24796  1.63711   0.29250  -0.09665
  801  1.57391  1.24231  1.63147   0.33159  -0.05756
  901  1.59657  1.24618  1.63533   0.35039  -0.03876
 1041  1.63919  1.27437  1.66353   0.36482  -0.02434
 1273  1.16014  0.78332  1.17248   0.37681  -0.01234
 1501  1.28315  0.90030  1.28945   0.38285  -0.00630
 2001  1.34992  0.96077  1.34992   0.38915   0.00000
 2971  1.37715  0.98349  1.37264   0.39366   0.00451
 3901  1.38692  0.99072  1.37987   0.39620   0.00705
nu 1/cm, E low side, E high side, anchored low, anchored high
  701  -0.10346   0.39597  -0.09632  -0.000324
  801  -0.06439   0.39598  -0.05725  -0.000311
  901  -0.04560   0.39600  -0.03846  -0.000296
 1041  -0.03121   0.39602  -0.02406  -0.000271
 1273  -0.01926   0.39607  -0.01211  -0.000223
 1501  -0.01328   0.39613  -0.00614  -0.000165
 2001  -0.00714   0.39629   0.00000   0.000000
 2971  -0.00314   0.39680   0.00400   0.000507
 3901  -0.00180   0.39801   0.00534   0.001712
Max error-identity mismatch: plain 1.4e-06, anchored 1.4e-06
Error ratio for step divided by 3: 8.999
k at lower edge: 0.03614; edge error per decade: 0.02649 (law 0.02649)
RMS error, plain: 0.38469
Electronic index: 1.39642; RMS error with it: 0.02131
Anchor 701 1/cm: RMS error 0.09344, max 0.10399
Anchor 2001 1/cm: RMS error 0.01818, max 0.09665
Anchor 15798 1/cm: RMS error 0.03113, max 0.11753
Vibrations only, anchor 701, at 3001 1/cm:
  error plain -0.00388, anchored 0.13200
Noise in k 0.0010; in n at 1101 1/cm:
  plain 0.00101, anchor 2001 0.00142, anchor 633 nm 0.00101
Max change of n, baseline 0.002 in k: 0.00308
Max change of n, thickness 2% high: 0.01167
Max change of n, resolution 4 1/cm: 0.00835
Film 500 nm on silicon, n = 3.42
k at 3500 1/cm: true 0.00104, Beer -0.12282, Beer if clear -0.12400
Max change of n from Beer's law: 0.2051
success
```
